# The Cole-Cole exponent from the height of a loss peak

## Problem

A porous organosilicate (SiCOH) film, used as a low-k interlayer dielectric, has taken up some moisture. Its relative permittivity is written $\varepsilon=\varepsilon'-i\varepsilon''$ for fields varying as $e^{+i\omega t}$, so that a positive $\varepsilon''$ means loss. One relaxation process is present, and it is assumed to follow the Cole-Cole law

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+(i\omega\tau)^\beta},\qquad 0<\beta\le 1,\quad \Delta\varepsilon>0 .
$$

The power is the principal one, $i^\beta=e^{i\pi\beta/2}$. The value $\beta=1$ is Debye relaxation, with a single relaxation time. Some authors quote $\alpha=1-\beta$ instead, so the label must be checked before exponents are compared.

The relaxation strength $\Delta\varepsilon$ is the full fall of $\varepsilon'$ from far below to far above the loss peak. For the film take $\varepsilon_\infty=2.70$, $\Delta\varepsilon=0.30$, and a peak of height $\varepsilon''_{\max}=0.060$ at 10 kHz and 300 K. The peak therefore reaches the fraction

$$
r=\frac{\varepsilon''_{\max}}{\Delta\varepsilon}=\frac{0.060}{0.30}=0.20
$$

of the strength.

(a) Find $\beta$ from $r$, and show that the answer is unique. (b) How well does a ratio quoted as 0.20 fix it? (c) What peak width must accompany this height? (d) What happens if $\Delta\varepsilon$ is read from a sweep between 20 Hz and 1 MHz?

## First estimate by scaling

Let $x=\ln(\omega\tau)$. For Debye relaxation

$$
\frac{\varepsilon''}{\Delta\varepsilon}=\frac{\omega\tau}{1+\omega^2\tau^2}=\frac{1}{e^{x}+e^{-x}}=\frac{1}{2\cosh x},
$$

whose peak height is $1/2$. In the Cole-Cole law frequency enters through $(\omega\tau)^\beta=e^{\beta x}$. If this merely stretched the Debye curve along the logarithmic axis, its width would grow as $1/\beta$.

Suppose also that the area under $\varepsilon''$ against $\ln\omega$ depends on $\Delta\varepsilon$ alone, which is proved below. A curve of fixed shape and area that is wider by $1/\beta$ is lower by $\beta$, so

$$
r\approx\frac{\beta}{2},\qquad \beta\approx 2r=0.40 .
$$

The weak point is the fixed shape: the phase factor $i^\beta$ also changes with $\beta$, and the estimate ignores it.

## Exact solution

**The loss curve.** Put $\theta=\pi\beta/2$, so that $0<\theta\le\pi/2$ and $(i\omega\tau)^\beta=e^{\beta x+i\theta}$. Multiplying numerator and denominator by the conjugate of the denominator gives

$$
\frac{\varepsilon-\varepsilon_\infty}{\Delta\varepsilon}
=\frac{1}{1+e^{\beta x+i\theta}}
=\frac{1+e^{\beta x-i\theta}}{1+2e^{\beta x}\cos\theta+e^{2\beta x}} .
$$

Now divide both by $e^{\beta x}$. The denominator becomes $e^{-\beta x}+e^{\beta x}+2\cos\theta$, and

$$
\frac{\varepsilon-\varepsilon_\infty}{\Delta\varepsilon}
=\frac{e^{-\beta x}+\cos\theta-i\sin\theta}{2(\cosh\beta x+\cos\theta)} .
$$

Since $\varepsilon=\varepsilon'-i\varepsilon''$, the loss is

$$
\frac{\varepsilon''}{\Delta\varepsilon}=\frac{1}{2}\,\frac{\sin\theta}{\cosh\beta x+\cos\theta}.
$$

In the real part, $e^{-\beta x}=\cosh\beta x-\sinh\beta x$ gives

$$
\frac{\varepsilon'-\varepsilon_\infty}{\Delta\varepsilon}=\frac{1}{2}\left[1-\frac{\sinh\beta x}{\cosh\beta x+\cos\theta}\right].
$$

**The peak.** In the loss, $\sin\theta$ is positive and does not depend on frequency. The denominator is positive and is smallest where $\cosh\beta x$ is smallest, which is at $x=0$ and nowhere else. There is thus one maximum, at $\omega\tau=1$, for every allowed $\beta$. Its height follows from $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ and $1+\cos\theta=2\cos^2(\theta/2)$:

$$
r=\frac{1}{2}\,\frac{\sin\theta}{1+\cos\theta}
=\frac{1}{2}\tan\frac{\theta}{2}
=\frac{1}{2}\tan\frac{\pi\beta}{4}.
$$

**Answer to (a).** As $\beta$ goes from 0 to 1, the argument $\pi\beta/4$ goes from 0 to $\pi/4$. The tangent rises strictly on this interval, so each $r$ with $0<r\le 1/2$ belongs to one exponent,

$$
\beta=\frac{4}{\pi}\arctan(2r).
$$

For the film,

$$
\beta=\frac{4}{\pi}\arctan(0.40)=\frac{4}{\pi}\times 0.3805=0.484 .
$$

A direct numerical search for the exponent whose computed loss maximum equals 0.20 gives the same value, 0.48448, to the five digits printed. In the other convention $\alpha=0.516$.

At $r=1/2$ the formula returns $\beta=1$, the Debye case. A ratio above $1/2$ has no solution in the allowed range. It means that the strength has been underestimated, that some other loss has been added to the peak, or that the law does not apply.

The position of the peak gives the relaxation time, $\tau=1/(2\pi\times 10^4\ \mathrm{Hz})=15.9\ \mu$s. With the same strength, a Debye peak would reach 0.150 instead of 0.060.

**Answer to (b).** Differentiating the inverse,

$$
\frac{d\beta}{dr}=\frac{4}{\pi}\,\frac{2}{1+(2r)^2}=\frac{8/\pi}{1+4r^2}=2.195\quad\text{at } r=0.20 .
$$

A ratio rounded to 0.20 may lie anywhere from 0.195 to 0.205. The uncertainty of $\pm0.005$ becomes about $\pm0.011$ in $\beta$, and the formula gives 0.4735 and 0.4954 at the two ends. Two digits of the exponent are all that such a ratio supports, and the second of them is uncertain by about one unit.

**The area.** To prove the assumption of the scaling estimate, let $t=\tan(\theta/2)$ and differentiate

$$
\frac{d}{du}\,2\arctan\!\left(t\tanh\frac{u}{2}\right)
=\frac{t}{\cosh^2(u/2)+t^2\sinh^2(u/2)} .
$$

With $\cosh^2(u/2)=(\cosh u+1)/2$ and $\sinh^2(u/2)=(\cosh u-1)/2$, the right side is

$$
\frac{2t}{(1+t^2)\cosh u+(1-t^2)}=\frac{\sin\theta}{\cosh u+\cos\theta},
$$

because $2t/(1+t^2)=\sin\theta$ and $(1-t^2)/(1+t^2)=\cos\theta$. As $u\to\pm\infty$ the antiderivative tends to $\pm2\arctan t=\pm\theta$, so the integral over all $u$ is $2\theta$. Setting $u=\beta x$, with $dx=du/\beta$,

$$
\int_{-\infty}^{\infty}\varepsilon''\,d\ln\omega
=\frac{\Delta\varepsilon}{2}\,\frac{2\theta}{\beta}
=\frac{\pi}{2}\,\Delta\varepsilon .
$$

The exponent has cancelled. At fixed strength, a smaller $\beta$ redistributes the loss over frequency without changing its logarithmic area, and a low peak must be a broad one.

**Answer to (c).** The loss is half its maximum where its denominator is twice the minimum value:

$$
\cosh\beta x+\cos\theta=2(1+\cos\theta)
\quad\Rightarrow\quad
\cosh\beta x=2+\cos\theta .
$$

The two solutions are $x=\pm\operatorname{arccosh}(2+\cos\theta)/\beta$. Dividing their separation by $\ln 10$ converts it to decades,

$$
W=\frac{2\operatorname{arccosh}(2+\cos\theta)}{\beta\ln 10}.
$$

Here $t=2r=0.40$, so $\cos\theta=(1-0.16)/(1+0.16)=0.724$ and

$$
W=\frac{2\times1.660}{0.4845\times2.3026}=2.98\ \text{decades},
$$

against 1.14 decades for Debye relaxation. The width does not use $\Delta\varepsilon$, so it is a separate check on the exponent. Conduction and other background losses must be subtracted before the width is read. If the width then still disagrees with the height, the likely causes are a wrong strength or a peak that is not of Cole-Cole form. The height alone cannot decide whether the law holds; it fixes $\beta$ once the law is accepted.

## Comparison of the estimate with the solution

The estimate 0.40 lies 17% below the exact 0.484. The sign of this error can be derived. For $u>0$ the function $\arctan u$ is concave, so between $u=0$ and $u=1$ it lies above its chord $\pi u/4$ and below its tangent at the origin, $u$. With $u=2r$ this gives

$$
2r\le\beta\le\frac{8r}{\pi},
$$

or $0.40\le\beta\le0.51$ for the film. The scaling result is the lower bound, reached at the Debye end $r=1/2$. The upper bound is the limiting law for very low, broad peaks, $r\to0$.

The missing physics is the change of shape. Stretching the Debye peak by $1/0.484$ would give a width of $1.144/0.484=2.36$ decades, but the true width is 2.98. The difference comes from $\cos\theta$, which is zero for Debye relaxation and 0.724 here: it moves the half-height condition from $\cosh\beta x=2$ to $\cosh\beta x=2.724$. With the area fixed, the curve is lower than stretching alone predicts, $r=0.20$ instead of $0.484/2=0.242$. A given height therefore needs less reduction of $\beta$ than the estimate supposes.

## The strength seen in a finite sweep

**Answer to (d).** The formula for $\varepsilon'$ gives the part of the step that lies inside the sweep. At 20 Hz, $x=\ln(20/10^4)=-6.21$, and $(\varepsilon'-\varepsilon_\infty)/\Delta\varepsilon=0.965$. At 1 MHz, $x=\ln 100=4.61$, and the value is 0.077. The sweep shows the fraction

$$
F=0.965-0.077=0.888
$$

of the strength. Using this partial step as if it were $\Delta\varepsilon$ gives

$$
r_{\rm app}=\frac{0.20}{0.888}=0.2252,\qquad
\beta_{\rm app}=\frac{4}{\pi}\arctan(2r_{\rm app})=0.539 .
$$

The exponent is too large by 0.054, about five times the rounding uncertainty found in (b).

The missing strength lies in the slow wings. For a sweep reaching a distance $X$ in $\ln\omega$ on each side of the peak, the missed fraction is

$$
1-\frac{\sinh\beta X}{\cosh\beta X+\cos\theta}
=\frac{e^{-\beta X}+\cos\theta}{\cosh\beta X+\cos\theta}
\approx 2\cos\theta\,e^{-\beta X}
$$

when $e^{\beta X}\gg1$ and $\cos\theta$ is not small. Catching 99% of the step takes 4.46 decades on each side. For a peak at 10 kHz this means a range from about 0.35 Hz to 290 MHz. When that range is out of reach, $\varepsilon'$ and $\varepsilon''$ should be fitted together with $\Delta\varepsilon$ left free, instead of taking the visible step as the strength. Conduction and electrode resistance must be corrected first or included in the fit, because they distort the data towards the two ends of the sweep and can shift the fitted exponent strongly.

Heating can make this error much worse. Assume an activation energy of 0.5 eV and hold $\beta$, $\Delta\varepsilon$ and the water content fixed. At 378 K the peak moves to 541 kHz, close to the upper edge of the sweep. Only 0.580 of the step is then visible, and the same reading gives $\beta_{\rm app}=0.77$. The relaxation would seem to approach Debye behaviour on heating, although the exponent in the model has not changed.

## The model beside a real film

The permittivity, strength, peak frequency and activation energy are rough illustrative values for a moist SiCOH film, not measurements of a particular one. Water uptake depends on the pores and their surfaces, and a warm film can dry, so a real strength need not stay fixed as it did above. Besides the finite sweep, asymmetry of the peak can change the exponent noticeably. If the peak instead follows the Havriliak-Negami law, $[1+(i\omega\tau)^b]^{-\gamma}$ with $\gamma=0.8$, the same height requires $b=0.52$. One exponent no longer describes both wings: the loss rises as $\omega^{b}$ far below the peak and falls as $\omega^{-b\gamma}$ far above it, with $b\gamma=0.42$. The width of this skewed peak is 2.95 decades, against 2.98 for the Cole-Cole peak, so agreement between height and width does not exclude such asymmetry. The slopes of the two wings must be compared as well, at equal distances from the peak on the logarithmic frequency axis. Two decades from the peak, the slopes of $\ln\varepsilon''$ against $\ln\omega$ are 0.45 and $-0.37$ for the skewed peak, against 0.41 and $-0.41$ for the Cole-Cole peak.

Other corrections are small at the 10 kHz peak, under the following conditions:

- **Conduction.** A dc conductivity $\sigma=10^{-12}$ S/cm adds $\sigma/(\omega\varepsilon_0)=1.8\times10^{-4}$ to the loss at 10 kHz and shifts $\beta$ by 0.001. At 20 Hz it adds 0.090, while the dipolar loss is 0.0095. The total loss then never falls to half the peak height on the low-frequency side, so conduction must be subtracted before the width, the low-frequency wing or the area is used.
- **Electrode resistance.** For a film 200 nm thick with a pad of $10^{-3}$ cm², 100 ohm in series adds $2.3\times10^{-4}$ to the apparent loss at the peak and shifts $\beta$ by 0.002. This error grows with frequency. At 1 MHz the apparent loss is 0.040 instead of 0.019, and between the peak and 1 MHz it no longer falls to half the peak height, so the resistance must be corrected before the width or the high-frequency wing is used. In the heated film the same resistance adds 0.012 at 541 kHz, and the rising error removes the loss maximum there altogether. No peak height can then be read until the resistance is corrected.
- **Field strength.** A test amplitude of 0.1 V gives 0.005 MV/cm, a thousandth of a rough breakdown field of 5 MV/cm. For a free water dipole in the applied field, the energy is $7\times10^{-4}$ of $k_BT$, so saturation of the orientation is negligible.

The height used must be that of $\varepsilon''$, not of the loss tangent. At the peak frequency $\varepsilon'=2.70+0.30/2=2.85$, so $\tan\delta=0.060/2.85=0.021$, which depends on $\varepsilon_\infty$ as well as on the relaxation. The maximum of $\tan\delta=\varepsilon''/\varepsilon'$ also lies at a higher frequency: at $\omega\tau=1$ the loss is stationary while $\varepsilon'$ is still falling, so the quotient is still rising.

## Computed values

```
peak loss / strength, r = 0.20
arctan(2r) = 0.38051 rad
exponent beta, formula = 0.48448
exponent beta, numerical search = 0.48448
alpha = 1 - beta = 0.51552
d beta / d r = 2.195
beta for r = 0.195 and 0.205: 0.4735, 0.4954
full width at half height = 2.976 decades
Debye full width = 1.144 decades
Debye peak / strength = 0.500
-- example film (rough values) --
eps_inf = 2.70, strength = 0.30
peak loss = 0.060
Debye peak loss, same strength = 0.150
peak frequency = 10.0 kHz at 300 K
tau = 15.92 us
eps' at peak = 2.850
tan delta at peak frequency = 0.02105
-- neglected effects --
window = 20 Hz to 1 MHz
fraction of strength seen = 0.8880
apparent r in window = 0.2252
apparent beta in window = 0.5389
span for 99% of strength = 4.46 decades each side
skewed law, second exponent = 0.8
first exponent for same r, skewed law = 0.5206
dc conductivity = 1.0e-12 S/cm
conduction loss at peak frequency = 1.80e-04
beta shift from conduction = 0.00131
conduction loss at 20 Hz = 0.0899
dipolar loss at 20 Hz = 0.0095
thickness = 200 nm, pad area = 1.0e-03 cm2
series resistance = 100 ohm
capacitance at peak = 12.62 pF
extra loss from series resistance = 2.26e-04
beta shift from series resistance = 0.00165
test voltage amplitude = 0.1 V
field = 0.0050 MV/cm
field / rough breakdown field (5 MV/cm) = 1.0e-03
water dipole (rough) = 1.85 debye
dipole energy / kT = 7.45e-04
relative saturation = 3.7e-08
activation energy (assumed) = 0.5 eV
peak frequency at 378 K = 541 kHz
fraction of strength seen at 378 K = 0.5802
apparent beta at 378 K = 0.7685
```
